# Charge neutrality of Born charges and the longitudinal acoustic limit: verification in Python

```python
"""
Result under test
  (1) In an insulator the Born charges Z of all atoms in a cell sum to zero.
  (2) If approximate charges sum to Q != 0, one acoustic branch keeps a finite
      frequency for q -> 0:  w^2 = 4 pi |qhat.Q|^2 / (Omega M qhat.eps0.qhat),
      Omega = cell volume, M = cell mass, eps0 = static dielectric tensor
      (electrons and lattice); eps_inf is its electronic part.
Units: eV, angstrom, atomic mass unit u, elementary charge e.
"""
import numpy as np
from scipy import constants as sc

# ---------- Part 1: one-dimensional two-atom insulator ----------
HBAR2_M = sc.hbar**2 / (sc.m_e * sc.e) * 1e20       # eV angstrom^2
cell = 4.0                                          # angstrom
positions = np.array([0.0, 1.6])                    # angstrom
depths = np.array([10.0, 5.0])                      # eV, Gaussian wells
width = 0.5                                         # angstrom
nonlocal_strength = -2.0                            # eV, projector on atom 1
contact = 2.0                                       # eV angstrom, mean field
core_charge = np.array([1.0, 1.0])                  # e, two electrons per cell
MAXG = 10
G = 2 * np.pi / cell * np.arange(-MAXG, MAXG + 1)
G_diff = G[:, None] - G[None, :]
diff_index = np.rint(G_diff * cell / (2 * np.pi)).astype(int) + 2 * MAXG


def hamiltonian(k, pos, density):
    """Bloch Hamiltonians and their k derivatives for an array of k."""
    k = np.atleast_1d(k)
    local = contact * density[diff_index]
    for x, depth in zip(pos, depths):
        local = local - (depth * width * np.sqrt(2 * np.pi) / cell
                         * np.exp(-G_diff**2 * width**2 / 2 - 1j * G_diff * x))
    p = k[:, None] + G
    f = (4 * np.pi * width**2)**0.25 * np.exp(-p**2 * width**2 / 2)
    df = -p * width**2 * f
    phase = nonlocal_strength / cell * np.exp(-1j * G_diff * pos[0])
    H = local + phase * f[:, :, None] * f[:, None, :]
    dH = phase * (df[:, :, None] * f[:, None, :] + f[:, :, None] * df[:, None, :])
    diag = np.arange(len(G))
    H[:, diag, diag] += HBAR2_M * p**2 / 2
    dH[:, diag, diag] += HBAR2_M * p
    return H, dH


def k_mesh(n):
    return 2 * np.pi / cell * (np.arange(n) / n - 0.5)


def self_consistent_density(n_k, pos):
    density = np.zeros(4 * MAXG + 1, complex)
    for _ in range(400):
        c = np.linalg.eigh(hamiltonian(k_mesh(n_k), pos, density)[0])[1][:, :, 0]
        rho = 2 * np.einsum('ki,kj->ij', c, c.conj()) / (n_k * cell)
        new = (np.bincount(diff_index.ravel(), rho.real.ravel(), 4 * MAXG + 1)
               + 1j * np.bincount(diff_index.ravel(), rho.imag.ravel(), 4 * MAXG + 1))
        change = np.abs(new - density).max()
        density = 0.5 * density + 0.5 * new
        if change < 1e-11:
            return density
    raise AssertionError("self-consistency not reached")


def centre_response(H, dHdk, dHdu):
    """Displacement of the electronic centre of the lowest band, per k."""
    E, C = np.linalg.eigh(H)
    Cd = C.conj().transpose(0, 2, 1)
    pert = (Cd @ dHdu @ C)[:, 1:, 0]
    vel = (Cd @ dHdk @ C)[:, 1:, 0]
    gap2 = (E[:, 1:] - E[:, :1])**2
    return -2 * np.imag(np.sum(pert.conj() * vel / gap2, axis=1))


def mean_momentum(k, density):
    c = np.linalg.eigh(hamiltonian(k, positions, density)[0])[1][:, :, 0]
    return np.sum(np.abs(c)**2 * (np.atleast_1d(k)[:, None] + G), axis=1)


def berry_loop(n_k, pos, density):
    c = np.linalg.eigh(hamiltonian(k_mesh(n_k), pos, density)[0])[1][:, :, 0]
    last = np.append(c[0, 1:], 0.0)                 # first state, one G further
    links = np.sum(c.conj() * np.vstack([c[1:], last]), axis=1)
    return np.prod(links / np.abs(links))


step = 1e-3                                         # angstrom
violations = []
print("1D cell length, atom 2 position (angstrom): %.1f %.1f" % (cell, positions[1]))
print("1D well depths (eV): %.1f %.1f ; width (angstrom): %.1f" % (*depths, width))
print("1D nonlocal strength (eV): %.1f" % nonlocal_strength)
print("1D contact mean field (eV angstrom): %.1f" % contact)
print("1D linear response: k points, Z1, Z2, sum (e)")
for n_k in (4, 6, 8, 24):
    ks = k_mesh(n_k)
    density = self_consistent_density(n_k, positions)
    H, dHdk = hamiltonian(ks, positions, density)
    Z_response, displaced = np.zeros(2), []
    for atom in range(2):
        plus, minus = positions.copy(), positions.copy()
        plus[atom] += step
        minus[atom] -= step
        n_plus = self_consistent_density(n_k, plus)
        n_minus = self_consistent_density(n_k, minus)
        dHdu = (hamiltonian(ks, plus, n_plus)[0]
                - hamiltonian(ks, minus, n_minus)[0]) / (2 * step)
        Z_response[atom] = core_charge[atom] - 2 * centre_response(H, dHdk, dHdu).mean()
        displaced.append((plus, n_plus, minus, n_minus))
    dk = 1e-4
    leftover = 2 * np.mean(mean_momentum(ks + dk, density)
                           - mean_momentum(ks - dk, density)) / (2 * dk)
    # both sides carry finite-difference errors of order 1e-6
    assert abs(Z_response.sum() - leftover) < 1e-5
    violations.append(abs(Z_response.sum()))
    print("  %2d  %9.5f %9.5f %9.5f" % (n_k, *Z_response, Z_response.sum()))
assert violations[0] > violations[1] > violations[2] > violations[3]
assert violations[3] < 1e-5

Z_berry = np.zeros(2)
for atom, (plus, n_plus, minus, n_minus) in enumerate(displaced):
    turn = np.angle(berry_loop(400, plus, n_plus) * np.conj(berry_loop(400, minus, n_minus)))
    Z_berry[atom] = core_charge[atom] + 2 * cell / (2 * np.pi) * turn / (2 * step)
# the discrete Berry loop has an error of second order in the k spacing
assert np.allclose(Z_berry, Z_response, atol=1e-3)
assert abs(Z_berry.sum()) < 1e-4 and abs(Z_berry[0]) > 0.05
print("1D Berry phase: Z1, Z2 (e): %.4f %.4f" % tuple(Z_berry))
bands = np.linalg.eigvalsh(hamiltonian(k_mesh(400), positions, density)[0])
band_gap = bands[:, 1].min() - bands[:, 0].max()
assert band_gap > 0
print("1D band gap (eV): %.3f" % band_gap)

# Half-filled band in the same potential: occupied k are held fixed.
k_fermi = np.pi / (2 * cell)
nodes, weights = np.polynomial.legendre.leggauss(40)
H, dHdk = hamiltonian(k_fermi * nodes, positions, density)
response = centre_response(H, dHdk, -1j * G_diff * H)
metal_sum = 1.0 - 2 * cell / (2 * np.pi) * k_fermi * np.sum(weights * response)
edge = mean_momentum(np.array([-k_fermi, k_fermi]), density)
metal_formula = cell / np.pi * (edge[1] - edge[0])
assert abs(metal_sum - metal_formula) < 1e-7 and metal_sum > 0.1
print("1D half-filled band: charge sum (e): %.4f" % metal_sum)

# ---------- Part 2: general tensors, random stable three-atom crystal ----------
rng = np.random.default_rng(3)
translations = np.tile(np.eye(3), (3, 1)) / np.sqrt(3)
projector = np.eye(9) - translations @ translations.T
A = rng.normal(size=(9, 9))
C0 = projector @ (A @ A.T + np.eye(9)) @ projector
mass3 = np.array([1.0, 2.0, 3.5])
root_mass = np.sqrt(np.repeat(mass3, 3))
B = rng.normal(size=(3, 3))
eps_inf3 = 2 * np.eye(3) + 0.3 * B @ B.T
volume3 = 10.0
Z_neutral = rng.normal(size=(3, 9)) @ projector     # rows: field direction
extra = 1e-3 * rng.normal(size=(3, 9))
Q_tensor = extra @ np.tile(np.eye(3), (3, 1))
direction = rng.normal(size=3)
direction /= np.linalg.norm(direction)
z = direction @ (Z_neutral + extra)
C_total = C0 + 4 * np.pi / volume3 * np.outer(z, z) / (direction @ eps_inf3 @ direction)
values, vectors = np.linalg.eigh(C_total / np.outer(root_mass, root_mass))
eps_static3 = eps_inf3 + 4 * np.pi / volume3 * Z_neutral @ np.linalg.pinv(C0, rcond=1e-10) @ Z_neutral.T
qQ = direction @ Q_tensor
general = 4 * np.pi * qQ @ qQ / (volume3 * mass3.sum() * (direction @ eps_static3 @ direction))
assert np.all(np.abs(values[:2]) < 1e-3 * values[2])
assert abs(values[2] / general - 1) < 0.02          # corrections are linear in Q
motion = (vectors[:, 2] / root_mass).reshape(3, 3).mean(axis=0)
alignment = abs(motion @ qQ) / np.linalg.norm(motion) / np.linalg.norm(qQ)
assert alignment > 0.999
print("Random crystal: w^2 / formula: %.4f" % (values[2] / general))

# ---------- Part 3: rocksalt lattice with screened point charges ----------
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10  # eV angstrom
TO_EV = sc.hbar * np.sqrt(sc.e / 1e-20 / sc.atomic_mass) / sc.e
EV_TO_CM = sc.e / (sc.h * sc.c * 100)
a_cub, eps_inf, spring = 5.0, 4.0, 2.5
masses = np.array([20.0, 40.0])
charges = np.array([2.10, -2.00])
volume = a_cub**3 / 4
eta = 2.0        # Gaussian width parameter; overlap at 2.5 angstrom is negligible
h = np.arange(-18, 19)
hkl = np.array(np.meshgrid(h, h, h, indexing='ij')).reshape(3, -1).T
hkl = hkl[np.all(hkl % 2 == hkl[:, :1] % 2, axis=1)]
G3 = 2 * np.pi / a_cub * hkl
sublattice_sign = np.where(hkl[:, 0] % 2 == 0, 1.0, -1.0)


def lattice_sums(q):
    K = G3 + q
    K2 = np.sum(K**2, axis=1)
    keep = K2 > 1e-20                               # drops only K = 0
    K, K2, sign = K[keep], K2[keep], sublattice_sign[keep]
    weight = 4 * np.pi * COULOMB / (volume * eps_inf) * np.exp(-K2 / (4 * eta**2)) / K2
    return (K * weight[:, None]).T @ K, (K * (weight * sign)[:, None]).T @ K


same0, other0 = lattice_sums(np.zeros(3))


def dynamical_matrix(q, Z):
    same, other = lattice_sums(q)
    D = np.zeros((6, 6))
    for i in range(2):
        j = 1 - i
        own = Z[i]**2 * (same - same0) - Z[i] * Z[j] * other0 + 2 * spring * np.eye(3)
        cross = Z[i] * Z[j] * other - 2 * spring * np.diag(np.cos(q * a_cub / 2))
        D[3*i:3*i+3, 3*i:3*i+3] = own / masses[i]
        D[3*i:3*i+3, 3*j:3*j+3] = cross / np.sqrt(masses[i] * masses[j])
    return D


def energies(matrix):
    w2 = np.linalg.eigvalsh(matrix)
    return TO_EV * np.sign(w2) * np.sqrt(np.abs(w2))


def longitudinal(q, Z):
    """Acoustic and optical energies for q along a cube axis."""
    return energies(dynamical_matrix(np.array([q, 0, 0]), Z)[np.ix_([0, 3], [0, 3])])


Q = charges.sum()
corrected = charges - Q / 2
M, mu = masses.sum(), masses.prod() / masses.sum()
field = 4 * np.pi * COULOMB / volume


def optical_stiffness(Z):
    return 2 * spring + field * Z[0] * Z[1] / (3 * eps_inf)


w2_TO = optical_stiffness(charges) / mu
acoustic_part = np.sqrt(field / eps_inf / M) * Q
optical_part = np.sqrt(field / eps_inf * mu) * (charges[0] / masses[0] - charges[1] / masses[1])
half_sum = (w2_TO + acoustic_part**2 + optical_part**2) / 2
root = np.sqrt(half_sum**2 - acoustic_part**2 * w2_TO)
LA_formula = TO_EV * np.sqrt(half_sum - root)
LO_formula = TO_EV * np.sqrt(half_sum + root)
TO_formula = TO_EV * np.sqrt(w2_TO)
eps_static = eps_inf + field * corrected[0]**2 / optical_stiffness(corrected)
LA_small_Q = TO_EV * np.sqrt(field * Q**2 / (M * eps_static))
LA_eps_inf = TO_EV * abs(acoustic_part)

q_small = 1e-4
LA, LO = longitudinal(q_small, charges)
for axis in ([1, 0, 0], [1, 1, 1], [1, 2, 3]):
    all_modes = energies(dynamical_matrix(q_small * np.array(axis) / np.linalg.norm(axis), charges))
    assert np.all(np.abs(all_modes[:2]) < 0.02 * all_modes[2])
    assert abs(all_modes[2] / LA_formula - 1) < 1e-3
    assert np.allclose(all_modes[3:5], TO_formula, rtol=1e-5)
assert abs(LO / LO_formula - 1) < 1e-5
assert abs(LA * LO / (LA_eps_inf * TO_formula) - 1) < 1e-3
assert abs(LA / LA_small_Q - 1) < 0.03              # next order in Q / Z
assert LA < LA_eps_inf
LA_c, LO_c = longitudinal(q_small, corrected)
TO_c = TO_EV * np.sqrt(optical_stiffness(corrected) / mu)
assert abs((LO_c / TO_c)**2 * eps_inf / eps_static - 1) < 1e-5
assert abs(longitudinal(2 * q_small, corrected)[0] / LA_c - 2) < 1e-3
half_violation = corrected + Q / 4
LA_half = longitudinal(q_small, half_violation)[0]
assert abs(LA / LA_half - 2) < 0.04                 # linear in Q to leading order
slope = LA_c / q_small
q_cross = LA / slope
LA_cross = longitudinal(q_cross, charges)[0]
assert abs(LA_cross / (np.sqrt(2) * LA) - 1) < 0.05

print("Rocksalt lattice constant (angstrom): %.1f ; cell volume (angstrom^3): %.2f" % (a_cub, volume))
print("Masses (u): %.0f %.0f ; reduced mass (u): %.3f" % (*masses, mu))
print("Spring (eV/angstrom^2): %.1f ; eps_inf: %.1f" % (spring, eps_inf))
print("Charges (e): %.2f %.2f ; sum Q (e): %.2f" % (*charges, Q))
print("Corrected charges (e): %.2f %.2f" % tuple(corrected))
print("Coulomb constant e^2/(4 pi eps_vac) (eV angstrom): %.4f" % COULOMB)
print("hbar*sqrt(eV/angstrom^2/u) (eV): %.6f" % TO_EV)
print("Optical stiffness, corrected (eV/angstrom^2): %.4f" % optical_stiffness(corrected))
print("Static dielectric constant eps0: %.3f" % eps_static)
print("TO energy, formula (eV): %.6f" % TO_formula)
print("LO energy, formula and lattice sum (eV): %.6f %.6f" % (LO_formula, LO))
print("LA limit, estimate with eps_inf (eV): %.7f" % LA_eps_inf)
print("LA limit, small-Q formula with eps0 (eV): %.7f" % LA_small_Q)
print("LA limit, exact 2x2 root (eV): %.7f" % LA_formula)
print("LA at q = 0.0001 per angstrom, lattice sum (eV): %.7f" % LA)
print("same, converted (cm^-1): %.3f" % (LA * EV_TO_CM))
print("LA with Q halved (eV): %.7f" % LA_half)
print("q (1/angstrom), LA uncorrected (eV), LA corrected (eV)")
for q in (0.1, 0.03, 0.01, 0.001, 0.0001):
    print("  %.4f  %.7f  %.7f" % (q, longitudinal(q, charges)[0], longitudinal(q, corrected)[0]))
print("Corrected LA slope hbar*v (eV angstrom): %.5f" % slope)
print("Crossover q* (1/angstrom): %.5f" % q_cross)
print("LA at q*, uncorrected (eV): %.7f ; ratio to limit: %.4f" % (LA_cross, LA_cross / LA))
print("no test failed")
```

It prints:

```
1D cell length, atom 2 position (angstrom): 4.0 1.6
1D well depths (eV): 10.0 5.0 ; width (angstrom): 0.5
1D nonlocal strength (eV): -2.0
1D contact mean field (eV angstrom): 2.0
1D linear response: k points, Z1, Z2, sum (e)
   4   -1.65706   1.56225  -0.09480
   6   -1.54846   1.53855  -0.00991
   8   -1.53705   1.53605  -0.00100
  24   -1.53577   1.53577   0.00000
1D Berry phase: Z1, Z2 (e): -1.5358 1.5358
1D band gap (eV): 3.791
1D half-filled band: charge sum (e): 0.6365
Random crystal: w^2 / formula: 0.9999
Rocksalt lattice constant (angstrom): 5.0 ; cell volume (angstrom^3): 31.25
Masses (u): 20 40 ; reduced mass (u): 13.333
Spring (eV/angstrom^2): 2.5 ; eps_inf: 4.0
Charges (e): 2.10 -2.00 ; sum Q (e): 0.10
Corrected charges (e): 2.05 -2.05
Coulomb constant e^2/(4 pi eps_vac) (eV angstrom): 14.3996
hbar*sqrt(eV/angstrom^2/u) (eV): 0.064654
Optical stiffness, corrected (eV/angstrom^2): 2.9721
Static dielectric constant eps0: 12.187
TO energy, formula (eV): 0.030532
LO energy, formula and lattice sum (eV): 0.053584 0.053584
LA limit, estimate with eps_inf (eV): 0.0010043
LA limit, small-Q formula with eps0 (eV): 0.0005753
LA limit, exact 2x2 root (eV): 0.0005722
LA at q = 0.0001 per angstrom, lattice sum (eV): 0.0005722
same, converted (cm^-1): 4.615
LA with Q halved (eV): 0.0002869
q (1/angstrom), LA uncorrected (eV), LA corrected (eV)
  0.1000  0.0033367  0.0033054
  0.0300  0.0011427  0.0009945
  0.0100  0.0006604  0.0003316
  0.0010  0.0005732  0.0000332
  0.0001  0.0005722  0.0000033
Corrected LA slope hbar*v (eV angstrom): 0.03316
Crossover q* (1/angstrom): 0.01726
LA at q*, uncorrected (eV): 0.0008070 ; ratio to limit: 1.4103
no test failed
```
